# Subthreshold swing of source-drain tunnelling through a parabolic barrier: a numerical check

```python
"""Subthreshold swing of source-drain tunnelling through a parabolic barrier.

Result under test: for V(x) = V0 - K x^2/2, K = m omega^2, and a gate that
shifts V0 rigidly by -e per volt, the swing is S0 = ln(10) hbar omega/(2 pi e)
when T < Tc = hbar omega/(2 pi k) and the barrier top lies far above the source
Fermi level mu.
Symbols: a = 2 pi/(hbar omega); phi = V0 - mu; theta = T/Tc = a k T;
eps = (E - V0)/(hbar omega). Reduced energies are multiplied by a and
measured from mu. Example energies in eV, lengths in nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit

LN10 = np.log(10.0)


def parabola_transmission(eps):
    return 1.0 / (1.0 + np.exp(-2.0 * np.pi * eps))


# ---- Transmission from direct integration of psi'' + (y^2 + 2 eps) psi = 0
def integrated_transmission(eps, edge=14.0):
    k = np.sqrt(edge**2 + 2.0 * eps)
    g = edge / (2.0 * k**2)              # k'/(2k) at the right edge
    start = [1.0 + 0.0j, 1j * k - g]     # purely outgoing wave on the right
    sol = solve_ivp(lambda y, f: [f[1], -(y * y + 2.0 * eps) * f[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + (dpsi - g * psi) / (1j * k))
    return 1.0 / abs(incident)**2


ode_error = 0.0
for eps in (-1.2, -0.5, 0.0, 0.4):
    numeric = integrated_transmission(eps)
    ode_error = max(ode_error, abs(numeric / parabola_transmission(eps) - 1))
# the edge waves are asymptotic, with an error of order edge**-4
assert ode_error < 1e-3


# ---- Outgoing fluxes from the Fourier integral of v**(-1/2 - i eps), v > 0
def half_line_fourier(power, cut=40):
    """Integral of v**power * exp(i v) over v from 0 to infinity."""
    head = mp.quad(lambda v: v**power * mp.exp(1j * v),
                   [0, 1] + list(range(5, cut + 1, 5)))
    tail = mp.mpc(0)
    for j in range(8, -1, -1):           # repeated integration by parts
        s = power - j
        tail = 1j * mp.mpf(cut)**s * mp.exp(1j * cut) + 1j * s * tail
    return head + tail


fourier_error = 0.0
for eps in (-0.6, 0.3):
    right = half_line_fourier(mp.mpc(-0.5, -eps))
    left = mp.conj(half_line_fourier(mp.mpc(-0.5, eps)))
    flux_right = float(abs(right)**2 / (2 * mp.pi))
    flux_left = float(abs(left)**2 / (2 * mp.pi))
    t = parabola_transmission(eps)
    fourier_error = max(fourier_error, abs(flux_right - t),
                        abs(flux_left - (1 - t)))
assert fourier_error < 1e-5

# ---- Landauer integral in reduced energies, by quadrature on a grid
GRID = np.linspace(-60.0, 80.0, 60001)


def landauer(height, theta, bottom=-60.0, bias=1e6, transverse=0.0):
    if bottom > -60.0:
        e = np.linspace(bottom, 80.0, 60001)
    else:
        e = GRID
    occupied = expit(-(e + transverse) / theta)
    occupied = occupied - expit(-(e + transverse + bias) / theta)
    y = expit(e - height) * occupied
    return (e[1] - e[0]) * (y.sum() - 0.5 * (y[0] + y[-1]))


def log_slope(current, height, h=1e-3):
    return np.log(current(height - h) / current(height + h)) / (2 * h)


slope_error = 0.0
for theta in (0.1, 0.3, 0.6):
    slope = log_slope(lambda p: landauer(p, theta), 20.0)
    slope_error = max(slope_error, abs(slope - 1))
    prefactor = landauer(20.0, theta) * np.exp(20.0)
    expected = np.pi * theta / np.sin(np.pi * theta)
    assert abs(prefactor / expected - 1) < 1e-4
assert slope_error < 1e-4

# thermionic side, and the crossover temperature itself
hot_slope = log_slope(lambda p: landauer(p, 2.0), 30.0)
assert abs(hot_slope - 0.5) < 1e-3
assert abs(landauer(6.0, 1.0) / (6.0 / np.expm1(6.0)) - 1) < 1e-5

# zero temperature near the top: local slope from the sharp Fermi step
sharp = log_slope(lambda p: quad(lambda e: expit(e - p), -50, 0,
                                 epsabs=1e-12, epsrel=1e-11, limit=200)[0],
                  1.0)
n = np.exp(-1.0)
assert abs(sharp - n / ((1 + n) * np.log1p(n))) < 1e-5


# source band edge, non-degenerate source, small drain bias, wide channel
def wide_channel(height):
    q = np.linspace(0.0, 6.0, 61)
    weights = np.ones_like(q)
    weights[0] = 0.5
    return sum(w * landauer(height, 0.3, transverse=x * x)
               for w, x in zip(weights, q))


variants = {
    "band edge": lambda p: landauer(p, 0.3, bottom=-3.0),
    "non-degenerate": lambda p: landauer(p, 0.3, bottom=2.0),
    "small bias": lambda p: landauer(p, 0.3, bias=0.5),
    "wide channel": wide_channel,
}
variant_error = max(abs(log_slope(f, 20.0) - 1) for f in variants.values())
assert variant_error < 1e-4

# ---- Worked example: GaAs channel, rough typical material values
mass_ratio = 0.067
gap = 1.5                # eV
fermi = 0.10             # eV, source Fermi level above its band edge
curvature = 0.030        # eV/nm^2
top = 0.30               # eV, barrier top above the source band edge
drain_bias = 0.5         # V
temperature = 77.0       # K
body = 5.0               # nm
control = 0.9            # imperfect gate control, for comparison

e_charge = const.e
k_ev = const.k / e_charge
hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e) / e_charge * 1e18
phi = top - fermi
hw = np.sqrt(hbar2_over_m * curvature)
a = 2 * np.pi / hw
crossover = 1 / (a * k_ev)
s0 = 1e3 * LN10 / a
base_width = 2 * np.sqrt(2 * top / curvature)
tunnel_length = 2 * np.sqrt(2 * phi / curvature)
k_fermi = np.sqrt(2 * fermi / hbar2_over_m)
density = k_fermi**3 / (3 * np.pi**2) * 1e21
unit_current = 2 * e_charge**2 / const.h / a     # ampere


def example_integral(height_ev, kelvin):
    return landauer(a * height_ev, kelvin / crossover, bottom=-a * fermi,
                    bias=a * drain_bias)


def example_swing(kelvin, height_ev=phi):
    slope = log_slope(lambda p: example_integral(p / a, kelvin),
                      a * height_ev)
    return s0 / slope


temperatures = (4.0, 77.0, 150.0, 300.0, 450.0)
swings = [example_swing(t) for t in temperatures]
assert abs(swings[0] / s0 - 1) < 5e-3 and abs(swings[1] / s0 - 1) < 5e-3


# ---- Parabola cut off by flat contacts: piecewise-constant wave matching
def cutoff_current(height, curv, slices=1500):
    energy = (np.arange(400) + 0.5) * 1e-3
    c = 2 / hbar2_over_m
    k = np.sqrt(c * energy)
    half = np.sqrt(2 * height / curv)
    d = 2 * half / slices
    psi = np.ones_like(energy, dtype=complex)
    dpsi = 1j * k
    for x in half - (np.arange(slices) + 0.5) * d:
        v = height - 0.5 * curv * x * x
        q = np.sqrt(c * (v - energy) + 1e-12j)
        ch, sh = np.cosh(q * d), np.sinh(q * d)
        psi, dpsi = ch * psi - sh / q * dpsi, ch * dpsi - q * sh * psi
    trans = 1 / abs(0.5 * (psi + dpsi / (1j * k)))**2
    return np.sum(trans * expit((fermi - energy) / (k_ev * temperature)))


def cutoff_swing(height, follows_gate=False, h=2e-3):
    def curv(v):
        return curvature * v / height if follows_gate else curvature
    low = cutoff_current(height - h, curv(height - h))
    high = cutoff_current(height + h, curv(height + h))
    return 1e3 * LN10 * 2 * h / np.log(low / high)


s_cut = cutoff_swing(top)
s_cut_tall = cutoff_swing(1.0)
s_follow = cutoff_swing(top, follows_gate=True)
s_follow_formula = s0 / (1 - phi / (2 * top))
# flat contacts add a slowly varying prefactor, hence the loose tolerances
assert abs(s_cut / s0 - 1) < 0.10
assert abs(s_cut_tall / s0 - 1) < 0.05
assert abs(s_follow / s_follow_formula - 1) < 0.15


# ---- Two-band dispersion in the gap: semiclassical exponent by quadrature
def exponent(height, gap_ev):
    xt = np.sqrt(2 * height / curvature)

    def integrand(angle):
        u = height * np.cos(angle)**2
        kappa = np.sqrt(2 * u * (1 - u / gap_ev) / hbar2_over_m)
        return 2 * kappa * xt * np.cos(angle)
    return quad(integrand, -np.pi / 2, np.pi / 2)[0]


assert abs(exponent(phi, 1e9) / (a * phi) - 1) < 1e-6
step = 1e-3
two_band_slope = (exponent(phi + step, gap)
                  - exponent(phi - step, gap)) / (2 * step)
s_two_band = 1e3 * LN10 / two_band_slope
assert abs(two_band_slope / (a * (1 - 0.75 * phi / gap)) - 1) < 0.01

# heavier in-plane mass in a thin body with hard walls
confinement = 0.5 * hbar2_over_m * (np.pi / body)**2
subband = 0.5 * gap * (np.sqrt(1 + 4 * confinement / gap) - 1)
mass_factor = 1 + 2 * subband / gap
s_thin = s0 / np.sqrt(mass_factor)

ionization_margin = gap - (top + drain_bias)
band_to_band_margin = -drain_bias - (top - gap)
assert ionization_margin > 0 and band_to_band_margin > 0

# ---- Output
print(f"Max relative error, integrated transmission: {ode_error:.1e}")
print(f"Max error, Fourier-integral fluxes: {fourier_error:.1e}")
print(f"Max slope error, T/Tc = 0.1, 0.3, 0.6: {slope_error:.1e}")
print(f"Max slope error, source/bias/width variants: {variant_error:.1e}")
print(f"Effective mass: {mass_ratio:.3f} m0")
print(f"Band gap (rough): {gap:.2f} eV")
print(f"Source Fermi level above band edge: {fermi:.2f} eV")
print(f"Source electron density for that level, T=0: {density:.2e} cm^-3")
print(f"Barrier curvature K: {curvature:.3f} eV/nm^2")
print(f"Barrier top above source band edge: {top:.2f} eV")
print(f"Barrier top above Fermi level, phi: {phi:.2f} eV")
print(f"Drain bias: {drain_bias:.2f} V")
print(f"Barrier width at its base: {base_width:.2f} nm")
print(f"Tunnelling length at the Fermi level: {tunnel_length:.2f} nm")
print(f"hbar omega: {1e3 * hw:.1f} meV")
print(f"hbar omega/(2 pi): {1e3 / a:.2f} meV")
print(f"Crossover temperature Tc: {crossover:.1f} K")
print(f"Tunnelling swing S0: {s0:.2f} mV/decade")
print(f"Tunnelling swing S0: {s0 / 1e3:.5f} V/decade")
print(f"Exponent a*phi: {a * phi:.3f}")
print(f"Current scale 2e/(h a): {1e6 * unit_current:.3f} uA")
for p in (0.15, 0.20, 0.25):
    amp = unit_current * example_integral(p, temperature)
    print(f"Current per subband, 77 K, phi={p:.2f} eV: {1e9 * amp:.4f} nA")
theta77 = temperature / crossover
print(f"T/Tc at 77 K: {theta77:.4f}")
factor77 = np.pi * theta77 / np.sin(np.pi * theta77)
print(f"Thermal prefactor at 77 K, deep band: {factor77:.4f}")
for t, s in zip(temperatures, swings):
    limit = 1e3 * LN10 * k_ev * t
    print(f"T={t:.0f} K: local swing {s:.2f}, "
          f"thermionic limit {limit:.2f} mV/decade")
print(f"Swing, flat contacts, top 0.30 eV, 77 K: {s_cut:.2f} mV/decade")
print(f"Swing, flat contacts, top 1.00 eV, 77 K: {s_cut_tall:.2f} mV/decade")
print(f"Swing, fixed base width, solved: {s_follow:.2f} mV/decade")
print(f"Swing, fixed base width, formula: {s_follow_formula:.2f} mV/decade")
print(f"Swing with two-band dispersion: {s_two_band:.2f} mV/decade")
print(f"Body thickness: {body:.1f} nm")
print(f"Subband energy in that body: {subband:.3f} eV")
print(f"Mass increase factor in that body: {mass_factor:.3f}")
print(f"Swing with that heavier mass: {s_thin:.2f} mV/decade")
print(f"Swing for gate control {control:.1f}: {s0 / control:.2f} mV/decade")
print(f"Margin to impact ionization: {ionization_margin:.2f} eV")
print(f"Margin to band-to-band tunnelling: {band_to_band_margin:.2f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Max relative error, integrated transmission: 1.3e-05
Max error, Fourier-integral fluxes: 4.9e-10
Max slope error, T/Tc = 0.1, 0.3, 0.6: 2.0e-06
Max slope error, source/bias/width variants: 2.7e-08
Effective mass: 0.067 m0
Band gap (rough): 1.50 eV
Source Fermi level above band edge: 0.10 eV
Source electron density for that level, T=0: 2.49e+18 cm^-3
Barrier curvature K: 0.030 eV/nm^2
Barrier top above source band edge: 0.30 eV
Barrier top above Fermi level, phi: 0.20 eV
Drain bias: 0.50 V
Barrier width at its base: 8.94 nm
Tunnelling length at the Fermi level: 7.30 nm
hbar omega: 184.7 meV
hbar omega/(2 pi): 29.40 meV
Crossover temperature Tc: 341.2 K
Tunnelling swing S0: 67.69 mV/decade
Tunnelling swing S0: 0.06769 V/decade
Exponent a*phi: 6.803
Current scale 2e/(h a): 2.278 uA
Current per subband, 77 K, phi=0.15 eV: 14.5656 nA
Current per subband, 77 K, phi=0.20 eV: 2.6677 nA
Current per subband, 77 K, phi=0.25 eV: 0.4873 nA
T/Tc at 77 K: 0.2257
Thermal prefactor at 77 K, deep band: 1.0890
T=4 K: local swing 67.73, thermionic limit 0.79 mV/decade
T=77 K: local swing 67.74, thermionic limit 15.28 mV/decade
T=150 K: local swing 67.85, thermionic limit 29.76 mV/decade
T=300 K: local swing 74.37, thermionic limit 59.53 mV/decade
T=450 K: local swing 97.00, thermionic limit 89.29 mV/decade
Swing, flat contacts, top 0.30 eV, 77 K: 67.84 mV/decade
Swing, flat contacts, top 1.00 eV, 77 K: 67.52 mV/decade
Swing, fixed base width, solved: 109.63 mV/decade
Swing, fixed base width, formula: 101.54 mV/decade
Swing with two-band dispersion: 75.59 mV/decade
Body thickness: 5.0 nm
Subband energy in that body: 0.198 eV
Mass increase factor in that body: 1.264
Swing with that heavier mass: 60.20 mV/decade
Swing for gate control 0.9: 75.21 mV/decade
Margin to impact ionization: 0.70 eV
Margin to band-to-band tunnelling: 0.70 eV
ALL CHECKS PASSED
```
